**Born charge of a diatomic chain with length-dependent hopping**

The program tests $Z^*=1+\frac{2}{\pi}K(-n)+\frac{2p}{\pi}[E(-n)-K(-n)]$ with $n=(2t_0/\Delta)^2$, where $2\Delta$ is the charge-transfer gap, $t_0$ the hopping at the undistorted bond length, $p$ its power-law exponent, and $K$, $E$ are complete elliptic integrals. It asserts that the formula agrees with Wilson-loop Berry phases of the displaced chain for several gaps and exponents, and, for the worked example, with dipoles of finite open chains. Further assertions cover the Berry curvature, the opposite charge of the anion, the wide-gap and narrow-gap laws, and the arctangent saturation of the Wannier centre. Freezing the hopping ($p=0$) leaves the static charge alone, which stays below the nominal value 2. For $t_0=0.05$ hartree, $p=3.5$ and a gap of 0.2 hartree, the output gives a static charge of 1.83, a dynamic charge of 1.33 and a total of 3.17. When the gap is reduced to 0.02 hartree the total rises to 23.2, but the dipole change per unit displacement falls to 9.2 at a displacement of 0.4 bohr.

## Check in Python

```python
"""Born charge of the cation in a diatomic chain with length-dependent hopping.

Result under test (hartree atomic units, charges in units of e):
  Z = 1 + (2/pi) K(-n) + (2 p/pi) [E(-n) - K(-n)],   n = (2 t0/Delta)^2
Period a = 2 d; anion (level -Delta, core charge 0) at 0, cation (level +Delta,
core charge +2) at d+u; hopping t(r) = t0 (d/r)^p; two electrons per cell.
K, E: complete elliptic integrals of parameter -n.  Gap at u = 0: 2 Delta.
The charge is also computed from Wilson loops and from finite open chains.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import ellipk, ellipe

D = 4.0          # undistorted bond length, bohr
A = 2 * D        # period, bohr
T0 = 0.05        # hopping at r = D, hartree
P = 3.5          # hopping exponent
DELTA = 0.10     # half of the charge-transfer gap, hartree


def hopping(r, p):
    return T0 * (D / r) ** p


def bands(k, t_right, t_left, delta, x_cation):
    """Energies and eigenvectors; Bloch phases carry the atomic positions."""
    k = np.atleast_1d(k)
    h = np.zeros((len(k), 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = -delta, delta
    h[:, 0, 1] = (t_right * np.exp(1j * k * x_cation)
                  + t_left * np.exp(1j * k * (x_cation - A)))
    h[:, 1, 0] = h[:, 0, 1].conj()
    return np.linalg.eigh(h)


def wilson_centre(t_right, t_left, delta, x_cation, nk=8000):
    """Wannier centre of the lower band from the discrete Berry phase."""
    g = 2 * np.pi / A
    k = np.arange(nk) * g / nk
    state = bands(k, t_right, t_left, delta, x_cation)[1][:, :, 0]
    following = np.roll(state, -1, axis=0)
    following[-1] = state[0] * np.exp(-1j * g * np.array([0.0, x_cation]))
    links = np.sum(state.conj() * following, axis=1)
    return -A / (2 * np.pi) * np.angle(np.prod(links))


def centre_displaced(u, p, delta, nk=8000):
    return wilson_centre(hopping(D + u, p), hopping(D - u, p), delta, D + u, nk)


def born_wilson(p, delta, nk=8000, step=1e-5):
    shift = centre_displaced(step, p, delta, nk) - centre_displaced(-step, p, delta, nk)
    return 2 - 2 * shift / (2 * step)


def static_formula(delta):
    return 1 + 2 / np.pi * ellipk(-(2 * T0 / delta) ** 2)


def dynamic_formula(p, delta):
    n = (2 * T0 / delta) ** 2
    return 2 * p / np.pi * (ellipe(-n) - ellipk(-n))


def born_formula(p, delta):
    return static_formula(delta) + dynamic_formula(p, delta)


def open_chain(cells, u_cation, u_anion, p, delta):
    """Positions and occupied orbitals of a finite chain with free ends."""
    x = np.arange(2 * cells) * D
    x[0::2] += u_anion
    x[1::2] += u_cation
    t = hopping(np.diff(x), p)
    h = np.diag(np.tile([-delta, delta], cells)) + np.diag(t, 1) + np.diag(t, -1)
    return x, np.linalg.eigh(h)[1][:, :cells]


def chain_dipole(cells, u_cation, u_anion, p, delta):
    x, occupied = open_chain(cells, u_cation, u_anion, p, delta)
    density = 2 * np.sum(occupied ** 2, axis=1)
    return 2 * np.sum(x[1::2]) - density @ x


def born_open_chain(p, delta, move_cation=True, step=1e-3):
    """Charge per added cell: the difference of two lengths removes the ends."""
    change = []
    for cells in (40, 60):
        plus, minus = [chain_dipole(cells, s * move_cation, s * (not move_cation),
                                    p, delta) for s in (step, -step)]
        change.append((plus - minus) / (2 * step))
    return (change[1] - change[0]) / 20


# Atomic limits fix the sign and origin of the Wilson-loop centre.
assert abs(wilson_centre(0, 0, DELTA, 3.0)) < 1e-9
assert abs(wilson_centre(0, 0, -DELTA, 3.0) - 3.0) < 1e-9

# Gap without and with displacement (grid contains the zone boundary).
k_grid = np.arange(2000) * 2 * np.pi / (A * 2000)
for u in (0.0, 0.1):
    tr, tl = hopping(D + u, P), hopping(D - u, P)
    energy = bands(k_grid, tr, tl, DELTA, D + u)[0]
    gap = energy[:, 1].min() - energy[:, 0].max()
    assert abs(gap - 2 * np.hypot(DELTA, tr - tl)) < 1e-10

# Curvature: phase around a small plaquette against the perturbative formula.
def curvature(k, delta):
    e2 = delta ** 2 + 4 * T0 ** 2 * np.cos(k * D) ** 2
    return 2 * T0 * D * delta * np.sin(k * D) ** 2 / e2 ** 1.5

for k0 in (0.2, 0.35, 0.6):
    dk, dh = 1e-3, 1e-4
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]   # (hopping change, k)
    v = [bands(k0 + sk * dk / 2, T0 + sh * dh / 2, T0 - sh * dh / 2,
               DELTA, D)[1][0, :, 0] for sh, sk in corners]
    loop = np.prod([np.vdot(v[i], v[(i + 1) % 4]) for i in range(4)])
    assert abs(-np.angle(loop) / (dk * dh) / curvature(k0, DELTA) - 1) < 1e-3

# Zone integral of the curvature against the elliptic form.
for delta in (0.02, 0.1, 0.3):
    n = (2 * T0 / delta) ** 2
    slope = A / (2 * np.pi) * quad(curvature, 0, 2 * np.pi / A, args=(delta,),
                                   points=[np.pi / A], epsabs=1e-10)[0]
    assert abs(slope / (A * (ellipe(-n) - ellipk(-n)) / (2 * np.pi * T0)) - 1) < 1e-7

# Complete charge for several exponents and gaps; p = 0 freezes the hopping.
for delta in (0.03, 0.1, 0.3):
    weights = np.abs(bands(k_grid, T0, T0, delta, D)[1][:, 1, 0]) ** 2
    static_direct = 2 * (1 - weights.mean())
    assert abs(static_direct - static_formula(delta)) < 1e-9
    assert abs(born_wilson(0.0, delta) - static_direct) < 1e-5
    assert static_direct < 2
    for p in (0.4, 1.0, 2.0, 3.5):
        assert abs(born_wilson(p, delta) / born_formula(p, delta) - 1) < 5e-5

# Finite chains without any Berry phase; moving the anions gives minus the charge.
z_chain = born_open_chain(P, DELTA)
z_anion = born_open_chain(P, DELTA, move_cation=False)
assert abs(z_chain - born_formula(P, DELTA)) < 2e-5
assert abs(z_chain + z_anion) < 2e-5

# Wide gap, threshold exponent 1/2, and steady growth above it.
wide = 20 * T0
assert abs((born_wilson(P, wide) - 2) / ((2 * P - 1) * (T0 / wide) ** 2) - 1) < 0.03
assert born_wilson(0.4, wide) < 2 < born_wilson(0.6, wide)
for p in (0.6, P):
    series = [born_wilson(p, delta) for delta in (1.0, 0.3, 0.1, 0.03, 0.01)]
    assert np.all(np.diff(series) > 0)

# Narrow gap: inverse-gap law.
narrow = 0.02 * T0
z_narrow = born_wilson(P, narrow, nk=40000)
assert abs(z_narrow / (1 + 4 * P * T0 / (np.pi * narrow)) - 1) < 1e-3

# Saturation at fixed atoms: arctangent law for the Wannier centre.
for ratio in (0.5, 1.0, 5.0):
    change = ratio * narrow / 2
    centre = wilson_centre(T0 + change, T0 - change, narrow, D, nk=40000)
    assert abs(centre - A / (2 * np.pi) * np.arctan(ratio)) < 0.005 * A
    assert centre < A / 4

# Alternating hopping sign, as for a p orbital between d orbitals.
tr, tl = hopping(D + 0.1, P), hopping(D - 0.1, P)
assert abs(wilson_centre(tr, tl, DELTA, D + 0.1)
           - wilson_centre(tr, -tl, DELTA, D + 0.1)) < 1e-8

# Wannier function itself: eigenstate of the projected position operator.
U = 0.1
cells, home = 41, 20
x, occupied = open_chain(cells, U, 0.0, P, DELTA)
centres, mix = np.linalg.eigh(occupied.T @ (x[:, None] * occupied))
index = np.argmin(np.abs(centres - home * A))
wannier_weight = (occupied @ mix[:, index]) ** 2
centre_real = centres[index] - home * A
w_left, w_home, w_right = wannier_weight[2 * home - 1:2 * home + 2]
assert abs(centre_real - centre_displaced(U, P, DELTA)) < 1e-5
assert w_left > w_right and centre_real < 0

hartree_ev = constants.value("Hartree energy in eV")
print(f"bond length d = {D:.1f} bohr, period a = {A:.1f} bohr")
print(f"hopping t0 = {T0:.3f} hartree, exponent p = {P:.1f}")
print(f"half gap Delta = {DELTA:.3f} hartree")
print(f"gap = {2 * DELTA:.3f} hartree = {2 * DELTA * hartree_ev:.2f} eV")
n = (2 * T0 / DELTA) ** 2
print(f"n = {n:.4f}, K(-n) = {ellipk(-n):.5f}, E(-n) = {ellipe(-n):.5f}")
print(f"cation weight w = {1 - static_formula(DELTA) / 2:.5f}")
print(f"static charge = {static_formula(DELTA):.4f} e")
print(f"dynamic charge = {dynamic_formula(P, DELTA):.4f} e")
print(f"Born charge, formula = {born_formula(P, DELTA):.4f} e")
print(f"Born charge, Wilson loop = {born_wilson(P, DELTA):.4f} e")
print(f"Born charge, open chains = {z_chain:.4f} e")
print(f"anion Born charge, open chains = {z_anion:.4f} e")
print(f"Wannier function at u = {U:.1f} bohr:")
print(f"  left hopping (short bond) = {tl:.5f} hartree")
print(f"  right hopping (long bond) = {tr:.5f} hartree")
print(f"  weight on left cation = {w_left:.5f}")
print(f"  weight on home anion = {w_home:.5f}")
print(f"  weight on right cation = {w_right:.5f}")
print(f"  Wannier centre = {centre_real:.5f} bohr")
print(f"  dipole change per cell = {2 * U - 2 * centre_real:.5f} e bohr")
print("Gap scan: gap (hartree); charges (e): static, dynamic, Wilson total,")
print("  narrow-gap law, wide-gap law")
for gap in (0.8, 0.4, 0.2, 0.1, 0.05, 0.02):
    half = gap / 2
    print(f"  {gap:.2f} {static_formula(half):8.4f} {dynamic_formula(P, half):8.4f}"
          f" {born_wilson(P, half):8.4f} {1 + 8 * P * T0 / (np.pi * gap):8.4f}"
          f" {2 + (2 * P - 1) * (T0 / half) ** 2:9.4f}")
print(f"Threshold check at gap {2 * wide:.1f} hartree:")
for p in (0.4, 0.6):
    print(f"  p = {p:.1f}: Born charge = {born_wilson(p, wide):.6f} e")
print("Saturation at gap 0.02 hartree: u (bohr), |t1-t2| (hartree),")
print("  centre (bohr), dipole change / u (e)")
effective = []
for u in (0.001, 0.03, 0.1, 0.4):
    centre = centre_displaced(u, P, 0.01)
    effective.append(2 - 2 * centre / u)
    difference = hopping(D - u, P) - hopping(D + u, P)
    print(f"  {u:.3f} {difference:.5f} {centre:9.5f} {effective[-1]:8.3f}")
assert np.all(np.diff(effective) < 0)
print(f"largest hopping-driven shift a/4 = {A / 4:.2f} bohr")
print("PASS")
```

Running it gives:

```
bond length d = 4.0 bohr, period a = 8.0 bohr
hopping t0 = 0.050 hartree, exponent p = 3.5
half gap Delta = 0.100 hartree
gap = 0.200 hartree = 5.44 eV
n = 1.0000, K(-n) = 1.31103, E(-n) = 1.91010
cation weight w = 0.08269
static charge = 1.8346 e
dynamic charge = 1.3348 e
Born charge, formula = 3.1695 e
Born charge, Wilson loop = 3.1695 e
Born charge, open chains = 3.1695 e
anion Born charge, open chains = -3.1695 e
Wannier function at u = 0.1 bohr:
  left hopping (short bond) = 0.05463 hartree
  right hopping (long bond) = 0.04586 hartree
  weight on left cation = 0.05021
  weight on home anion = 0.91532
  weight on right cation = 0.03343
  Wannier centre = -0.05852 bohr
  dipole change per cell = 0.31705 e bohr
Gap scan: gap (hartree); charges (e): static, dynamic, Wilson total,
  narrow-gap law, wide-gap law
  0.80   1.9849   0.1069   2.0918   1.5570    2.0938
  0.40   1.9450   0.4019   2.3469   2.1141    2.3750
  0.20   1.8346   1.3348   3.1695   3.2282    3.5000
  0.10   1.6426   3.6224   5.2650   5.4563    8.0000
  0.05   1.4370   8.2904   9.7274   9.9127   26.0000
  0.02   1.2344  21.9275  23.1619  23.2817  152.0000
Threshold check at gap 2.0 hartree:
  p = 0.4: Born charge = 1.999507 e
  p = 0.6: Born charge = 2.000503 e
Saturation at gap 0.02 hartree: u (bohr), |t1-t2| (hartree),
  centre (bohr), dipole change / u (e)
  0.001 0.00009  -0.01058   23.161
  0.030 0.00263  -0.31015   22.677
  0.100 0.00877  -0.86159   19.232
  0.400 0.03648  -1.44889    9.244
largest hopping-driven shift a/4 = 2.00 bohr
PASS
```
